# Grand Potential, Band Energy and Entropy from One Complex Contour

For independent electrons in a fixed potential, let $N(E)$ be the number of states per cell and per spin below energy $E$, and let $n=dN/dE$. At chemical potential $\mu$ and temperature $T$ the grand potential per cell is

$$
\Omega=-2\int_{E_B}^{\infty} f(E)\,N(E)\,dE,\qquad f(E)=\frac{1}{e^{(E-\mu)/kT}+1},
$$

where $E_B$ lies below the whole spectrum and the 2 counts spin. Suppose that $N(E)=\mathrm{Re}\,W(E+i0)$, with $W(z)$ analytic in the upper half plane. Then the values of $W$ and $W'$ at one set of complex energies give $\Omega$, the electron number $N_e$ and the band energy $U=2\int E f n\,dE$, and the entropy follows from

$$
TS=U-\mu N_e-\Omega .
$$

Multiple-scattering theory supplies such a $W$ as the logarithm of a determinant.

A level of energy $\varepsilon$ is empty or singly occupied for each spin, so it contributes the factor $1+e^{-(\varepsilon-\mu)/kT}$ to the grand partition function. Since $\Omega$ is $-kT$ times the logarithm of the product of these factors,

$$
\Omega=2\int_{E_B}^\infty n(E)\,\Phi(E)\,dE,\qquad \Phi(E)=-kT\ln\!\left[1+e^{-(E-\mu)/kT}\right].
$$

Differentiation gives

$$
\Phi'(E)=-kT\,\frac{-(1/kT)\,e^{-(E-\mu)/kT}}{1+e^{-(E-\mu)/kT}}=f(E).
$$

Integration by parts therefore yields

$$
\Omega=2\big[N\Phi\big]_{E_B}^{\infty}-2\int_{E_B}^\infty fN\,dE .
$$

The lower boundary term vanishes because $N(E_B)=0$. The upper one vanishes because $\Phi$ decays exponentially while $N$ grows as a power of $E$. This proves the first formula.

A single level at $\varepsilon_0$ shows how it works. There $N$ is a unit step, and $-2\int_{\varepsilon_0}^\infty f\,dE=2\Phi(\varepsilon_0)$, which is the grand potential of that level with its two spin states.

The derivatives of $\Omega$ give the other quantities. Because $\partial f/\partial\mu=-f'$,

$$
-\frac{\partial\Omega}{\partial\mu}=2\int(-f')N\,dE=2\int f n\,dE=N_e .
$$

For the entropy put $x=(E-\mu)/kT$, so that $\partial x/\partial T=-x/T$. Then

$$
\frac{\partial\Phi}{\partial T}=-k\ln(1+e^{-x})-k x f=\frac{\Phi-(E-\mu)f}{T}.
$$

With $S=-\partial\Omega/\partial T$ at fixed $\mu$ and fixed potential,

$$
TS=-2\int n\,[\Phi-(E-\mu)f]\,dE=-\Omega+U-\mu N_e .
$$

The usual occupation form is the same statement. Using $\ln(1+e^{-x})=-\ln(1-f)$ and $x=\ln[(1-f)/f]$,

$$
\ln(1+e^{-x})+xf=-f\ln f-(1-f)\ln(1-f),
$$

and hence $S=-2k\int n\,[f\ln f+(1-f)\ln(1-f)]\,dE$.

A further form shows where the entropy comes from. Inserting the integrals for $U$, $N_e$ and $\Omega$,

$$
TS=2\int f\,[(E-\mu)n+N]\,dE=2\int f\,\frac{d}{dE}[(E-\mu)N]\,dE
=2\int(-f')(E-\mu)N\,dE .
$$

The factor $-f'$ confines the integrand to a few $kT$ around $\mu$. The deep states contribute to $U$, $\mu N_e$ and $\Omega$ separately, but they cancel in the combination.

Now $W$ has to be found. Let $H=H_0+v$, with resolvents $G=(z-H)^{-1}$ and $G_0=(z-H_0)^{-1}$. From $(z-H_0-v)G=1$ follows $G=G_0+G_0vG$, or

$$
G=(1-G_0v)^{-1}G_0=G_0+G_0v(1-G_0v)^{-1}G_0 .
$$

Since $dG_0/dz=-G_0^2$, the derivative of the determinant is

$$
\frac{d}{dz}\ln\det(1-G_0v)=\mathrm{Tr}\big[(1-G_0v)^{-1}G_0^2v\big]=\mathrm{Tr}\,G-\mathrm{Tr}\,G_0 ,
$$

where the last step uses the cyclic property of the trace. The density of states is $n=-\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}\,G=\mathrm{Re}\,[(i/\pi)\mathrm{Tr}\,G]$, with the trace taken per cell and per spin. Integration gives Lloyd's formula,

$$
W(z)=W_0(z)+\frac{i}{\pi}\ln\det(1-G_0v),\qquad W'(z)=\frac{i}{\pi}\,\mathrm{Tr}\,G(z),
$$

with $W_0$ the free-electron function. The constant of integration is fixed by $\mathrm{Re}\,W=0$ below the spectrum.

A one-dimensional crystal of point scatterers keeps every ingredient explicit. In Rydberg units, with lengths in bohr, take

$$
H=-\frac{d^2}{dx^2}+V\sum_m\delta(x-ma).
$$

With $\kappa=\sqrt z$ and $\mathrm{Im}\,\kappa>0$, the free propagator is $e^{i\kappa|x|}/(2i\kappa)$: its slope jumps by one at the origin, as $(z+d^2/dx^2)G_0=\delta(x)$ requires. At Bloch wave number $k_B$ the scatterers see the sum of this propagator over all cells. Put $q=e^{i\kappa a}$, so that $|q|<1$; the two geometric series give

$$
g(k_B,z)=\frac{1}{2i\kappa}\,\frac{1-q^2}{1-2q\cos k_Ba+q^2}
=-\frac{\sin\kappa a}{2\kappa(\cos\kappa a-\cos k_Ba)} .
$$

The last form follows on dividing numerator and denominator by $q$. Within one Bloch sector the potential acts on a single amplitude, so the determinant is the number $1-Vg$. The free trace per cell is $a/(2i\kappa)$, so $W_0'=a/(2\pi\kappa)$ and $W_0=\kappa a/\pi$. Averaging over the Brillouin zone,

$$
W(z)=\frac{\kappa a}{\pi}+\frac{i}{\pi}\big\langle\ln[1-Vg(k_B,z)]\big\rangle_{k_B}.
$$

The determinant also separates into one scatterer and the lattice. Write $g=g_{\rm on}+g'$, where $g_{\rm on}=1/(2i\kappa)$ is the on-site term, and let $t=V/(1-Vg_{\rm on})$ be the single-site scattering amplitude. Then

$$
(1-Vg_{\rm on})(1-tg')=1-Vg_{\rm on}-Vg'=1-Vg .
$$

For $E>0$ the first factor is $1+iV/(2\kappa)$, with phase $-\delta$, where $\tan\delta=-V/(2\kappa)$. It adds $\delta/\pi$ to $N$, the Friedel count of an isolated scatterer. The second factor describes scattering between cells.

The branch of the logarithm needs care, because $\Omega$ uses $W$ itself and not just its derivative. Expanded in free Bloch waves with reciprocal vectors $Q$,

$$
g(k_B,z)=\frac1a\sum_Q\frac{1}{z-(k_B+Q)^2},
$$

and every term has a negative imaginary part when $\mathrm{Im}\,z>0$. For $V<0$, therefore, $\mathrm{Im}(1-Vg)<0$ throughout the upper half plane. The principal logarithm is analytic there, its phase lies between $-\pi$ and $0$, and the scatterers add between zero and one state per cell and spin. Below the spectrum $1-Vg$ is real and positive and $\kappa$ is imaginary, so $\mathrm{Re}\,W=0$, as required. With many sites and angular momenta the phase of the determinant can exceed $\pi$ in magnitude, and it must then be followed continuously along the path.

The integrals over real energy can now be moved. The Fermi function has poles where $e^{(z-\mu)/kT}=-1$, at

$$
z_j=\mu+i\pi kT(2j+1),\qquad j=0,1,2,\ldots
$$

in the upper half plane. Near $z_j$ the denominator of $f$ is $-(z-z_j)/kT$ to first order, so the residue is $-kT$. Let $C$ rise from $E_B$ to $E_B+i\eta$ and then run parallel to the real axis to large energy, with $\eta=2\pi JkT$. It encloses $J$ poles and passes midway between two neighbours. On the horizontal leg $f(E+i\eta)=f(E)$, since the exponential is multiplied by $e^{2\pi iJ}=1$.

Going to the right along the real axis and back along $C$ is a counterclockwise circuit. For $h$ analytic above the axis,

$$
\int_{E_B}^\infty fh\,dE-\int_Cfh\,dz=2\pi i\sum_{j<J}(-kT)\,h(z_j).
$$

The far end closes with exponentially small weight. Taking real parts with $\mathrm{Re}(-ih)=\mathrm{Im}\,h$,

$$
\int_{E_B}^{\infty} f\,\mathrm{Re}\,h\,dE=\mathrm{Re}\int_Cfh\,dz+2\pi kT\sum_{j<J}\mathrm{Im}\,h(z_j)\equiv I[h].
$$

The square-root band edges of $W$, and the inverse square roots in $W'$, are integrable and do not disturb the argument. The three quantities are

$$
\Omega=-2I[W],\qquad N_e=2I[W'],\qquad U=2I[zW'].
$$

They share the same points and weights. The vertical leg must be kept although $N(E_B)=0$, because $W$ is not zero there.

At low temperature the contour formula takes a familiar shape. At fixed height $\eta$ the number of poles grows as $1/T$, their spacing is $2\pi kT$, and the pole sum becomes the integral $\int_0^\eta\mathrm{Im}\,h(\mu+iy)\,dy$. That is the real part of $\int h\,dz$ taken down the vertical line from $\mu+i\eta$ to $\mu$. The path then joins $E_B$ to $\mu$ through the upper half plane. The entropy term becomes

$$
TS\to2\,\mathrm{Re}\int_{E_B}^{\mu}\frac{d}{dz}[(z-\mu)W]\,dz=2(\mu-E_B)\,\mathrm{Re}\,W(E_B)=0 .
$$

For the leading correction expand $N(\mu+\epsilon)=N(\mu)+n(\mu)\epsilon+\ldots$ in $TS=2\int(-f')\epsilon N\,d\epsilon$. The constant term drops out by symmetry. The second moment, with $y=\epsilon/kT$, is

$$
\int(-f')\epsilon^2d\epsilon=2(kT)^2\!\int_0^\infty\!\frac{y^2e^{-y}}{(1+e^{-y})^2}dy
=4(kT)^2\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}(kT)^2 ,
$$

where the fraction was expanded as $\sum_m(-1)^{m+1}m\,e^{-my}$ and $\int_0^\infty y^2e^{-my}dy=2/m^3$. Hence $TS\approx(\pi^2/3)(kT)^2\,2n(\mu)$. This needs $n$ to be nearly linear over a few $kT$; a constant slope adds only an odd term, which integrates to zero. It fails for a single sharp level at $\mu$, where $U-\mu N_e=0$ and $\Omega=-2kT\ln2$ give $S=2k\ln2$ at every temperature.

The logarithmic form of $\Omega$ is less convenient on $C$, because $\Phi$ has a branch point at each $z_j$. To the left of $\mu$ its continuation from the real axis is $\Phi_L=z-\mu-kT\ln[1+e^{(z-\mu)/kT}]$; to the right it is $\Phi_R=-kT\ln[1+e^{-(z-\mu)/kT}]$. On the real axis they agree, but at $z_m=\mu+i\eta$ both exponentials equal one and $\Phi_L-\Phi_R=i\eta$. Using $\Phi_L$ before $z_m$ and $\Phi_R$ after it, integration by parts gives

$$
\int_C\Phi W'dz=i\eta W(z_m)-\Phi(E_B)W(E_B)-\int_CfW\,dz .
$$

The middle term is imaginary. Taking the real part and inserting the pole formula for $\Omega$,

$$
\Omega=2\,\mathrm{Re}\int_C\Phi W'dz+4\pi kT\sum_{j<J}\big[\mathrm{Im}\,W(z_m)-\mathrm{Im}\,W(z_j)\big].
$$

The last sum is the contribution of the branch cuts. The form $fN$ has simple poles instead and needs no such bookkeeping.

For numbers take the round model parameters $a=6$ bohr, $V=-1$ Ry bohr and $kT=0.01$ Ry (about 1579 K), with three electrons per cell. The vanishing of $1-Vg$ gives the band condition

$$
\cos k_Ba=\cos\kappa a+\frac{V}{2\kappa}\sin\kappa a .
$$

The first band runs from $-0.29226$ to $-0.18428$ Ry and the second from $0.27416$ to $0.76384$ Ry. The lower edge of the second band is the free-electron value $(\pi/a)^2$: at $\kappa a=\pi$ the sine vanishes, and the state has its nodes on the scatterers. Three electrons fill the first band and half of the second. Solving $2I[W']=3$ gives $\mu=0.462256$ Ry.

The contour starts at $E_B=-0.6$ Ry and encloses four poles, so $\eta=8\pi kT=0.2513$ Ry. At the first pole $W=1.501668+0.048230\,i$. In general $W$ has an imaginary part on the real axis too, but in this one-dimensional model it vanishes inside the bands; for a band at $E>0$ the reason is short. With $F$ the right side of the band condition, $1-Vg=(F-\cos k_Ba)/(\cos\kappa a-\cos k_Ba)$, and inside the band both $F$ and $\cos\kappa a$ lie between $-1$ and $1$. For any real $\varphi$, $|\cos\varphi-\cos\theta|=\tfrac12|1-e^{i(\theta-\varphi)}|\,|1-e^{i(\theta+\varphi)}|$, and the average of $\ln|1-e^{i\theta}|=-\sum_m\cos(m\theta)/m$ over a period is zero. Numerator and denominator therefore both have $\langle\ln|\cdot|\rangle=-\ln2$, so $\langle\ln|1-Vg|\rangle=0$. Hence $W=N$ and $W'=n$ on the axis near $\mu$, and the value at the pole can be read from the expansion $W(\mu+iy)\approx N(\mu)+iy\,n(\mu)$: the real part is close to the 1.5 filled states per spin, and with $2n(\mu)=3.0786$ states/Ry the imaginary part should be near $0.03142\times1.5393=0.04836$. The imaginary parts at the four poles sum to

$$
0.048230+0.141918+0.229202+0.309517=0.728867 .
$$

Multiplication by $-4\pi kT=-0.125664$ Ry gives the pole part of $\Omega$, $-0.091592$ Ry. With the line part,

$$
\Omega=-1.440725-0.091592=-1.532317\ \text{Ry}=-20.848\ \text{eV}.
$$

The same points give $U=-0.144532$ Ry, or $-1.9665$ eV, and therefore

$$
TS=-0.144532-1.386769+1.532317=0.001016\ \text{Ry}.
$$

Before rounding of the terms the value is $0.0010168$ Ry, or 13.83 meV, which means $S=0.1017\,k$ per cell. The low-temperature formula gives $3.2899\times10^{-4}\times3.0786=0.0010128$ Ry, about 0.4% lower. The difference is the size of the omitted higher terms at this temperature.

Diagonalization of the same Hamiltonian in plane waves, with the cutoff tail absorbed in the scatterer strength, provides a separate check. Explicit sums over its eigenvalues agree with the contour values of $\Omega$, $N_e$, $U$ and $TS$ within the tested tolerance of $3\times10^{-6}$ (in Ry for the energies). The temperature derivative of $\Omega$ reproduces $S$. The logarithmic form without its cut term gives $-1.615317$ Ry; adding the cut term of $0.082999$ Ry restores $\Omega$. With four enclosed poles that omission would be some eighty times larger than $TS$; the cut term grows with the contour height, from $0.0060$ Ry at $J=1$ to $0.170$ Ry at $J=6$.

The subtraction that produces $TS$ sets the accuracy required. Terms of order 1 Ry leave a remainder of order $10^{-3}$ Ry, so an error of $10^{-6}$ Ry in $\Omega$ alone is already 0.1% of $TS$. The contour is integrated with equal Gauss rules on three segments: the vertical leg, and the horizontal leg split at $\mathrm{Re}\,z=\mu$ and ended at $\mu+40kT$. Measured against 96 points per segment, 28 energies in all, poles included, leave an error of $4.3\times10^{-3}$ Ry in $TS$, larger than $TS$ itself. With 52 energies the error is $8.5\times10^{-6}$ Ry, under 1%, and with 100 it is $5.1\times10^{-8}$ Ry. The error changes sign along the way and does not fall monotonically: 64 energies leave $1.6\times10^{-5}$ Ry, so a single small value does not prove convergence. For $\Omega$, 76 contour energies leave $1.8\times10^{-6}$ Ry, whereas a Gauss rule with 76 points on the real axis, split at $\mu$, leaves $2.5\times10^{-3}$ Ry. The real-axis rule has to integrate across the square-root band edges, which the contour avoids; its error jumps between $4\times10^{-4}$ and $8\times10^{-3}$ Ry as the number of points goes from 72 to 80. A real-axis rule split at the band edges does far better, about $6\times10^{-6}$ Ry with 75 points, but it needs the edges to be found first. The contour has a limit of its own: its horizontal leg passes the nearest Fermi poles at distance $\pi kT$ whatever $J$ is, so the integrand near $\mu$ sharpens as $T$ falls.

The subtraction also demands that $W$ and $W'$ belong together. Suppose $W$ carries a spurious real constant $c$ while $W'$ is correct. Since $\int_{E_B}^\infty f\,dE\approx\mu-E_B$, $\Omega$ shifts by $-2c(\mu-E_B)$ and $TS$ by the opposite amount. Here $\mu-E_B=1.062$ Ry, so $c=10^{-3}$ changes $TS$ by $0.0021$ Ry, twice its true value. If the logarithm is on a neighbouring sheet along the whole contour, $|c|=2$ and the shift is about 4.25 Ry. The same danger arises if $W$ comes from a determinant and $W'$ from a separately truncated Green function. Comparing a numerical derivative of $W$ with $W'$ reveals errors in the derivative; the constant must be checked below the spectrum, where $\mathrm{Re}\,W=0$.

In a self-consistent Kohn–Sham calculation these quantities form the band part of the free energy. At fixed electron number the contour gives $U-TS=\Omega+\mu N_e$, here $-0.14555$ Ry. With density $\rho$ and effective potential $v$, subtracting $\int\rho v$ leaves the kinetic energy minus $TS$; the external, Hartree and exchange-correlation terms are then added. The model above has a prescribed potential and contains none of them, so its $U$ is a band energy and not a total energy. The full set of values is in the numerical output.

## Computed values

```
cell length a = 6.0 bohr
scatterer strength V = -1.0 Ry bohr
kT = 0.010 Ry, T = 1578.9 K
contour start E_B = -0.60 Ry
contour height = 0.25133 Ry
enclosed poles = 4, points per leg = 48
band 1 from -0.29226 to -0.18428 Ry
band 2 from 0.27416 to 0.76384 Ry
chemical potential mu = 0.462256 Ry
pole 0: Im z = 0.03142 Ry, W = 1.501668 + 0.048230 i (per spin)
pole 1: Im z = 0.09425 Ry, W = 1.510888 + 0.141918 i (per spin)
pole 2: Im z = 0.15708 Ry, W = 1.526493 + 0.229202 i (per spin)
pole 3: Im z = 0.21991 Ry, W = 1.545590 + 0.309517 i (per spin)
Omega, line part = -1.440725 Ry
Omega, pole part = -0.091592 Ry
contour results per cell, both spins:
  Omega = -1.532317 Ry = -20.84824 eV
  electron number = 3.000000
  band energy U = -0.144532 Ry = -1.96645 eV
  mu * Ne = 1.386769 Ry
  TS = 0.0010168 Ry = 13.8340 meV
  entropy S = 0.10168 k_B
  free energy U - TS = -0.145548 Ry
eigenvalue sums from plane waves:
  Omega = -1.532317 Ry, electron number = 3.000000
  U = -0.144532 Ry, TS = 0.0010168 Ry
Omega from fine real-axis integral = -1.532317 Ry
S from -dOmega/dT = 0.10168 k_B
Ne from -dOmega/dmu = 3.000000
log form on contour, no cut term = -1.615317 Ry
missing cut term = 0.082999 Ry
density of states at mu = 3.0786 states/Ry
low-temperature estimate of TS = 0.0010128 Ry
contour points: errors of Omega, U, TS in Ry
   28: 4.0e-03, 1.7e-03, 4.3e-03
   52: 9.7e-06, 3.5e-06, 8.5e-06
   76: 1.8e-06, 7.1e-07, 1.8e-06
  100: 4.9e-08, 2.0e-08, 5.1e-08
real-axis rule, 76 points: Omega error = 2.5e-03 Ry
```
